\section*{The Forbes approximation for tunnelling through an image-rounded barrier in hafnia}

\section*{Problem}

An electron at the Fermi level of a metal electrode tunnels into an insulating film. With $x$ measured from the image plane, its barrier is
\begin{equation}
M(x)=\phi-eFx-\frac{e^2}{16\pi\varepsilon_0\varepsilon x}.
\end{equation}
Here $e>0$ is the elementary charge, $\phi$ the barrier without field, $F>0$ the magnitude of the field in the film, and $\varepsilon$ the relative permittivity that governs the image force. The electron has a single parabolic mass $m$ in the film. The film is thick enough for the electron to emerge inside it, and images in the far electrode are ignored. Define the scaled field $f$ and the Forbes approximation $v_{\mathrm F}$ by
\begin{equation}
f=\frac{e^3F}{4\pi\varepsilon_0\varepsilon\phi^2},\qquad
v_{\mathrm F}(f)=1-f+\frac f6\ln f .
\end{equation}

(a) Reduce the WKB exponent to a prefactor times a dimensionless integral $v(f)$.

(b) Put the integral into a form suited to numerical work and evaluate it for $0<f<1$.

(c) Determine the sign of the error $d=v_{\mathrm F}-v$ and the number of its maxima, without relying on a numerical scan.

(d) Find the largest absolute and relative errors of $v_{\mathrm F}$.

(e) Apply the result to a 10 nm hafnia capacitor at 3.0 MV/cm, with $\phi=2.0$ eV, $m=0.2\,m_0$ and $\varepsilon=4.0$. Compare the error of the formula with the effects left out of the model.

\section*{Solution}

\subsection*{(a) Scaling the exponent}

In the WKB approximation the transmission through a high barrier is approximately $e^{-G}$, with
\begin{equation}
G=\frac2\hbar\int_{x_-}^{x_+}\sqrt{2mM(x)}\,dx ,
\end{equation}
where $M(x_\pm)=0$. Set $x=\phi\xi/(eF)$. The field term becomes $\phi\xi$, and the image term becomes
\begin{equation}
\frac{e^2}{16\pi\varepsilon_0\varepsilon}\,\frac{eF}{\phi\xi}
=\frac{\phi}{4\xi}\,\frac{e^3F}{4\pi\varepsilon_0\varepsilon\phi^2}
=\phi\frac{f}{4\xi}.
\end{equation}
Thus $M=\phi[1-\xi-f/(4\xi)]$. Since $dx=\phi\,d\xi/(eF)$ and $2=\frac43\cdot\frac32$,
\begin{align}
G&=Bv(f),\qquad B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF},\\
v(f)&=\frac32\int_{\xi_-}^{\xi_+}\sqrt{1-\xi-\frac f{4\xi}}\;d\xi .
\label{eq:v}
\end{align}
The limits solve $\xi^2-\xi+f/4=0$, so $\xi_\pm=\frac12(1\pm\sqrt{1-f})$.

The barrier top is where $-1+f/(4\xi^2)=0$, that is, at $\xi=\sqrt f/2$. Its height is $\phi(1-\sqrt f)$. The image force therefore lowers the top by $\phi\sqrt f$, and at $f=1$ the barrier has disappeared. At $f=0$ the integral is $\int_0^1\sqrt{1-\xi}\,d\xi=2/3$, so $v(0)=1$ and $B$ is the exponent of the plain triangular barrier.

\subsection*{(b) A smooth integral and its quadrature}

Let $P(\xi)=\xi-\xi^2-f/4=(\xi-\xi_-)(\xi_+-\xi)$. The radicand in \eqref{eq:v} is $P/\xi$. With
\begin{equation}
\xi=\tfrac12+as,\qquad a=\tfrac12\sqrt{1-f},
\end{equation}
the limits become $s=\pm1$, $P=a^2(1-s^2)$ and $d\xi=a\,ds$. Because $a^2=(1-f)/4$,
\begin{equation}
v=(1-f)g(f),\qquad
g=\frac38\int_{-1}^{1}\frac{\sqrt{1-s^2}}{\sqrt{\frac12+as}}\,ds .
\label{eq:g}
\end{equation}
The substitution $s=\cos\theta$ removes the remaining endpoint roots:
\begin{equation}
g=\frac38\int_0^\pi\frac{\sin^2\theta}{\sqrt{\frac12+a\cos\theta}}\,d\theta .
\end{equation}
For $f>0$ this integrand extends to a smooth, even, periodic function. The trapezoidal rule with $n$ interior points gives
\begin{equation}
g\simeq\frac38\,\frac{\pi}{n+1}\sum_{k=1}^n
\frac{\sin^2\theta_k}{\sqrt{\frac12+a\cos\theta_k}},
\qquad \theta_k=\frac{k\pi}{n+1},
\end{equation}
which is Gauss--Chebyshev quadrature of the second kind.

The convergence rate follows from the nearest complex singularity. The denominator vanishes at $\theta=\pi\pm i\eta$ with $\cosh\eta=1/(2a)=1/\sqrt{1-f}$, so $e^\eta=(1+\sqrt f)/\sqrt{1-f}$. The rule has $2(n+1)$ points in a full period, and its error scales as $e^{-2(n+1)\eta}$ apart from an algebraic factor. Each added node therefore reduces the error, asymptotically, by
\begin{equation}
e^{2\eta}=\frac{1+\sqrt f}{1-\sqrt f}.
\end{equation}
Small $f$ needs more nodes because the inner turning point approaches the image singularity at $\xi=0$.

Converged values are as follows.
\begin{center}
\begin{tabular}{cccc}
$f$ & $v$ & $v_{\mathrm F}$ & $d$\\ \hline
0.01 & 0.981682 & 0.982325 & 0.000643\\
0.05 & 0.923357 & 0.925036 & 0.001678\\
0.10 & 0.859439 & 0.861624 & 0.002185\\
0.20 & 0.743988 & 0.746352 & 0.002364\\
0.40 & 0.537195 & 0.538914 & 0.001719\\
0.60 & 0.348036 & 0.348917 & 0.000881\\
0.80 & 0.169987 & 0.170248 & 0.000261\\
0.95 & 0.041851 & 0.041879 & 0.000028
\end{tabular}
\end{center}
As a separate test, adaptive quadrature of \eqref{eq:v} itself at $f=0.001$, 0.01, 0.1, 0.4, 0.8 and 0.99 agreed with the smooth form to within $10^{-7}$.

\subsection*{(c) The sign and shape of the error}

\paragraph{The end values and monotonicity of $g$.}
At $f=0$, $a=\frac12$ and the integrand in \eqref{eq:g} is $\sqrt2\sqrt{1-s}$. Hence
\begin{equation}
g(0)=\frac38\sqrt2\cdot\frac23\,2^{3/2}=1 .
\end{equation}
At $f=1$, $a=0$, and the area $\pi/2$ of a unit half-disc gives
\begin{equation}
g(1)=\frac38\sqrt2\,\frac\pi2=\frac{3\sqrt2\,\pi}{16}=0.833041 .
\end{equation}
Between these ends, combine the contributions from $s$ and $-s$:
\begin{equation}
g=\frac38\int_0^1\sqrt{1-s^2}
\left[\frac1{\sqrt{\frac12+as}}+\frac1{\sqrt{\frac12-as}}\right]ds .
\end{equation}
The derivative of the bracket with respect to $a$ is
\begin{equation}
\frac s2\left[(\tfrac12-as)^{-3/2}-(\tfrac12+as)^{-3/2}\right]>0 .
\end{equation}
Thus $g$ increases with $a$. Since $a$ decreases with $f$, $g$ decreases continuously from 1 to 0.833041.

\paragraph{A differential equation for $v$.}
Direct differentiation of \eqref{eq:v} twice would produce divergent endpoint terms. To avoid them, write
\begin{equation}
v=\frac34\oint_C\xi^{-1/2}P^{1/2}\,d\xi ,
\end{equation}
where $C$ surrounds the cut $[\xi_-,\xi_+]$ but not $\xi=0$. The root changes sign across the cut and the direction of travel also reverses, so the two sides contribute equally; this accounts for the factor one half. The contour can stay fixed while $f$ changes slightly. From $\partial P/\partial f=-1/4$,
\begin{equation}
\frac{\partial P^{1/2}}{\partial f}=-\frac18P^{-1/2},\qquad
\frac{\partial^2P^{1/2}}{\partial f^2}=-\frac1{64}P^{-3/2}.
\end{equation}
Consequently
\begin{equation}
f(1-f)v''-\frac3{16}v
=\frac34\oint_C\frac{N}{\xi^{1/2}P^{3/2}}\,d\xi,
\quad N=-\frac{f(1-f)}{64}-\frac3{16}P^2 .
\label{eq:N}
\end{equation}

The integrand is a total derivative. Take
\begin{equation}
R=\frac{\xi^{1/2}q}{P^{1/2}},\qquad
q=\frac18-\frac f{32}-\frac\xi4+\frac{\xi^2}8 .
\end{equation}
Differentiation gives
\begin{equation}
R'=\frac{\frac12q(P-\xi P')+\xi q'P}{\xi^{1/2}P^{3/2}} .
\end{equation}
Here $P-\xi P'=\xi^2-f/4$ and $q'=(\xi-1)/4$. The two parts of the numerator are
\begin{align}
\frac q2\left(\xi^2-\frac f4\right)
&=\frac{\xi^4}{16}-\frac{\xi^3}8
+\left(\frac1{16}-\frac f{32}\right)\xi^2
+\frac{f\xi}{32}-\frac f{64}+\frac{f^2}{256},\\
\xi q'P
&=-\frac{\xi^4}4+\frac{\xi^3}2
-\left(\frac14+\frac f{16}\right)\xi^2+\frac{f\xi}{16}.
\end{align}
Their sum is
\begin{equation}
-\frac{3\xi^4}{16}+\frac{3\xi^3}8
-\left(\frac3{16}+\frac{3f}{32}\right)\xi^2
+\frac{3f\xi}{32}-\frac f{64}+\frac{f^2}{256}.
\end{equation}
On the other side,
\begin{equation}
P^2=\xi^4-2\xi^3+\left(1+\frac f2\right)\xi^2-\frac f2\xi+\frac{f^2}{16},
\end{equation}
and inserting this in $N$ gives the same polynomial. In particular, its constant term is $-f/64+f^2/64-3f^2/256=-f/64+f^2/256$.

Going once round $C$ encircles both zeros of $P$, so $P^{1/2}$ returns to its initial value. The factor $\xi^{1/2}$ also returns because zero is outside. Thus $R$ is single-valued on $C$, the integral of $R'$ vanishes, and
\begin{equation}
f(1-f)v''=\frac3{16}v .
\label{eq:ode}
\end{equation}

\paragraph{The error.}
Both functions equal 1 at $f=0$ and 0 at $f=1$, so $d(0)=d(1)=0$. From $v_{\mathrm F}''=1/(6f)$ and \eqref{eq:ode},
\begin{equation}
f d''=\frac16-\frac3{16}\frac{v}{1-f}
=\frac16-\frac3{16}g .
\label{eq:dd}
\end{equation}
The right-hand side increases because $g$ decreases. It is $-1/48$ at $f=0$ and positive at $f=1$, so it has one zero, where $g=8/9$. Numerically this is $f_i=0.4462$. The error is concave below $f_i$ and convex above it.

The slope at the upper end fixes the sign. Since $v=(1-f)g$, $v'(1)=-g(1)$, while $v_{\mathrm F}'=-5/6+(\ln f)/6$. Therefore
\begin{equation}
d'(1)=-0.833333+0.833041<0 .
\end{equation}
On the convex interval, $d$ lies above its tangent at $f=1$, so
\begin{equation}
d(f)\geq d'(1)(f-1)>0\qquad(f_i\leq f<1).
\end{equation}
On the concave interval, $d$ lies above the chord from $d(0)=0$ to $d(f_i)>0$, so it is positive there too. Hence $v_{\mathrm F}>v$ throughout $0<f<1$.

On the convex interval $d'\leq d'(1)<0$, so there is no maximum inside it. On the concave interval $d'$ decreases steadily. It must be positive near zero, where $d$ rises from zero, and it is negative at $f_i$. It therefore vanishes once, and $d$ has one maximum.

\subsection*{(d) Size of the error}

Numerical maximization gives
\begin{equation}
d_{\max}=0.00238\quad\text{at }f=0.176 .
\end{equation}
The largest error relative to $v$ is $0.332\%$, at $f=0.296$. It lies higher because $v$ in the denominator is falling.

A small error in $v$ is not automatically a small error in current. Replacing $v$ by $v_{\mathrm F}$ raises the exponent by $Bd$ and multiplies the transmission by $e^{-Bd}$. At fixed $\phi$, $m$ and $\varepsilon$, $B\propto1/F\propto1/f$, so the exponent error varies as $d/f$. This ratio decreases with $f$: on the concave interval because $d(0)=0$, and on the convex one because $d$ falls while $f$ rises.

The exponent error thus grows toward low field, although $d$ tends to zero. From \eqref{eq:dd}, $d''\simeq-1/(48f)$ at small $f$, so $d/f\simeq-(\ln f)/48+c$, with a constant $c=-0.0327$ found numerically. The constant is not negligible at device fields: at $f=0.027$ the logarithm alone gives 0.075, while $d/f=0.045$. The growth is slow as long as the electron emerges inside the film. At still lower fields the barrier extends to the far electrode, the integral is cut off there, and neither $v$ nor $v_{\mathrm F}$ describes the exponent. At the opposite end, $f\to1$, the formula for $v$ remains accurate, but $G\to0$ and $e^{-G}$ is no longer a reliable transmission.

\subsection*{(e) A hafnia capacitor}

\paragraph{The exponent.}
For the given barrier and permittivity, $f=1$ corresponds to 111.11 MV/cm. Therefore
\begin{equation}
f=\frac{3.0}{111.11}=0.0270 .
\end{equation}
The barrier lowering is $2.0\sqrt{0.0270}=0.329$ eV. Since $eF=0.30$ eV/nm, the length unit $\phi/(eF)$ is 6.67 nm, and the turning points are at 0.045 and 6.62 nm. The electron emerges inside the 10 nm film, as assumed.

Quadrature with 4, 8, 16 and 32 nodes gives $v=0.94123$, 0.95346, 0.95545 and 0.95553; the last agrees with the converged value to these digits. The Forbes formula gives
\begin{equation}
v_{\mathrm F}=1-0.0270+\frac{0.0270}{6}\ln(0.0270)=0.95675 .
\end{equation}
The triangular exponent is
\begin{equation}
B=\frac{4\sqrt{2(0.2m_0)}\,(2.0\ \mathrm{eV})^{3/2}}
{3\hbar(0.30\ \mathrm{eV/nm})}=28.80 .
\end{equation}
Hence $G=28.80\times0.95553=27.52$ and $e^{-G}=1.1\times10^{-12}$. Rounding by the image force raises the transmission by $e^{B-G}=3.6$ relative to the triangle. About half of the difference $B-G$ comes from $x<0.3$ nm, however. At such atomic distances a classical image force with a bulk permittivity is doubtful, so this factor is only a rough estimate for a real interface. The Forbes exponent is larger by 0.035, so its transmission is 3.4\% below the quadrature result. At 2.2 and 4.5 MV/cm the exponent errors are 0.040 and 0.029, showing the predicted decrease with field.

\paragraph{Permittivity and traversal time.}
Differentiating $G$ with respect to $\phi$ at fixed field gives
\begin{equation}
\frac{dG}{d\phi}=\frac2\hbar\int_{x_-}^{x_+}\frac{m\,dx}{\sqrt{2mM}}
=\frac{2\tau}{\hbar},
\end{equation}
because the integrand of $G$ vanishes at the moving endpoints. Here $\tau$ is the WKB traversal time. The slope is 21.8 per eV, so $\tau=7.2$ fs. The lattice can follow the electron only if $\omega\tau$ is large, where $\omega$ is the angular frequency of a lattice vibration. For a period of 45 fs, typical of the fastest vibrations in the oxide, $\omega\tau\approx1$; for slower ones it is smaller. An optical permittivity is therefore a reasonable first choice, but some lattice response cannot be excluded. With a static value of 30 instead, $G$ would be 28.6 and the transmission about 2.9 times smaller.

\paragraph{Comparison with a real capacitor.}
The parameters are rough typical values for hafnia with a titanium nitride electrode. At a rough breakdown field of 4.5 MV/cm, $f$ is 0.0405, so this device cannot approach the upper part of the range $0<f<1$. Real films contain traps, which the model omits. For a crude estimate, take $10^{11}$ aligned traps per cm$^2$, each of area $10^{-14}$ cm$^2$, dividing the exponent into two equal parts. Two equal rates in series give a factor one half, so the current relative to direct tunnelling is $\frac12e^{G/2}\times10^{-3}\approx5\times10^2$. Trap-assisted leakage could therefore dominate, though this number depends strongly on the assumed traps.

Other omissions, changed one at a time at fixed field, also matter:
\begin{itemize}
\item A mass of $0.1\,m_0$ gives $G=19.5$, a transmission about $3\times10^3$ times larger.
\item Two-band dispersion, which replaces $M$ by $M(1-M/E_g)$ under the root with $E_g=5.7$ eV, gives $G=24.7$, a factor of about 17.
\item If the hafnia is in a ferroelectric phase, a polarization of 20 $\mu$C/cm$^2$ with an effective electrode screening length of 0.01 nm shifts the barrier by 0.23 eV. Depending on the sign, $G$ becomes 32.6 or 22.7, a change of about two orders of magnitude either way. Since 3.0 MV/cm is above the typical coercive field of 1--2 MV/cm, the polarization in a steady state follows the field, and the lowered barrier is the relevant case. The same screening length also acts on the field-induced electrode charge: with a static permittivity of 30 it lowers the barrier by 0.09 eV even without ferroelectricity, a factor of about 7.
\item Averaging over the thermal energies of the incident electrons at 300 K raises the current 1.8 times.
\item Images in both electrodes give $G=27.36$, raising the transmission by about 17\%.
\item The prefactor of $e^{-G}$ is not unity. Solving the Schr\"odinger equation with a flat-band electrode of Fermi energy 3--10 eV and mass $0.2$ or $1\,m_0$, with the image potential cut off at the band bottom, gives transmissions 1.1 to 2.0 times $e^{-G}$, and an image gain between about 2.7 and 4 in place of 3.6.
\end{itemize}
Each of these changes exceeds the 3.4\% error of the Forbes formula. For this capacitor the formula is an adequate replacement for the integral, while the accuracy of the predicted current is limited by what is known of the barrier, the mass and the traps. The full numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
f | v by quadrature | Forbes | Forbes minus v
0.01 | 0.981682 | 0.982325 | 0.000643
0.05 | 0.923357 | 0.925036 | 0.001678
0.10 | 0.859439 | 0.861624 | 0.002185
0.20 | 0.743988 | 0.746352 | 0.002364
0.40 | 0.537195 | 0.538914 | 0.001719
0.60 | 0.348036 | 0.348917 | 0.000881
0.80 | 0.169987 | 0.170248 | 0.000261
0.95 | 0.041851 | 0.041879 | 0.000028
largest absolute error: 0.002377 at f = 0.1757
largest relative error: 0.3318 % at f = 0.2956
error curve inflects at f = 0.4462
minus v'(1): 0.833041; Forbes: 0.833333
barrier 2.0 eV, mass 0.2 m0, permittivity 4.0
field 3.0 MV/cm, film 10.0 nm, temperature 300.0 K
scaled field f: 0.026999
field for f = 1: 111.11 MV/cm
rough breakdown field: 4.5 MV/cm
f at breakdown: 0.0405
barrier lowering: 0.3286 eV, top at 0.5477 nm
turning points: 0.0453 nm and 6.6214 nm
v in example with 4 nodes: 0.9412348
v in example with 8 nodes: 0.9534631
v in example with 16 nodes: 0.9554452
v in example with 32 nodes: 0.9555347
v in example, converged: 0.9555350
v in example, Forbes: 0.9567473
triangular exponent B: 28.8016
exponent G: 27.5209; with Forbes: 27.5558
transmission exp(-G): 1.1164e-12
gain from image rounding: 3.599 times
Forbes transmission / quadrature: 0.9657
Forbes error in G at 2.2 MV/cm: 0.0395
Forbes error in G at 3.0 MV/cm: 0.0349
Forbes error in G at 4.5 MV/cm: 0.0291
dG/dphi: 21.777 per eV; traversal time: 7.17 fs
thermal current gain at 300 K: 1.816 times
G for mass 0.1 m0: 19.460
G with two-band dispersion, gap 5.7 eV: 24.682
G with images in both electrodes: 27.365
G with static permittivity 30: 28.592
polarization 20.0 uC/cm2, screening length 0.01 nm
barrier shift from polarization: 0.226 eV
G with barrier raised / lowered: 32.573 / 22.740
aligned traps 1e+11 cm^-2, area 1e-14 cm^2
crude trap-assisted / direct current: 4.7e+02
\end{verbatim}
